# Elastic dipole tensor of a point defect from residual supercell stress, part 2

A point defect in a periodic crystal cell has an energy that depends on the strain \(\varepsilon_{ij}\) of the crystal. The elastic dipole tensor \(P_{ij}\), in eV, gives the first-order part of this dependence. Repeated Cartesian indices are summed from 1 to 3, so \(\varepsilon_{12}\) and \(\varepsilon_{21}\) both contribute. "Fixed cell" means that the strain is prescribed while the atoms may relax. \(W(\varepsilon)\) is the energy of a cell whose atoms are at a stationary point, and the stress \(\sigma_{ij}\) is positive in tension.

Let \(E_d\) and \(E_b\) be the relaxed energies of the defective and the perfect cell, and \(\mu\) the energy of the removed atom in a reservoir. The vacancy formation energy is

\[
E_f(\varepsilon)=E_d(\varepsilon)+\mu-E_b(\varepsilon).
\]

For constant \(\mu\), in a cell of volume \(V\),

\[
P_{ij}=-\frac{\partial E_f}{\partial\varepsilon_{ij}}=-V\left(\sigma^d_{ij}-\sigma^b_{ij}\right).
\]

If the reservoir is strained with the crystal, the dipole becomes

\[
P'_{ij}=P_{ij}-\Omega\,\sigma^b_{ij},
\]

where \(\Omega=V/N\) and \(N\) is the number of atoms in the perfect cell.

The example is copper in the second-moment tight-binding (Gupta) potential, with \(A=0.0855\) eV, \(\xi=1.224\) eV, \(p_0=10.96\), \(q_0=2.278\) and \(r_0=2.556\) Å. Here \(A\) and \(\xi\) scale the repulsion and the band energy, \(p_0\) and \(q_0\) set their decay with distance, and \(r_0\) is the reference distance. The output lists \(p_0\) and \(q_0\) as p and q. A smooth factor, the taper, ends the interaction between 5.75 and 6.20 Å. The stress-free lattice constant is 3.615 Å.

In the 256-site cell, 0.1 GPa corresponds to 1.8866 eV. With unrelaxed atoms the vacancy's virial, which is \(V\) times the stress, gives \(-1.87\) eV for the dipole. In a crystal compressed by 0.30 per cent along each axis, with strain and volume referred to that state, \(-V\sigma^d_{11}=21.763\) eV, and subtracting the bulk term leaves \(P_{11}=-2.753\) eV.

## From the dipole to relaxation volume and migration

The symbols carry over as follows. A periodic cell of volume \(V\) contains one defect, \(\varepsilon_{ij}\) is a homogeneous strain, and stress is positive in tension. For atoms at a stationary point, minimum or saddle, the elastic dipole is \(P_{ij}=-V(\sigma^d_{ij}-\sigma^b_{ij})\), where \(d\) and \(b\) denote the defective and the perfect cell, and the energy changes by \(-P_{ij}\varepsilon_{ij}\) to first order. The example is a copper vacancy in the second-moment tight-binding model. In a 256-site cell with stress-free bulk, \(V=3022.66\) Å\(^3\) and the volume per atom is \(\Omega=11.807\) Å\(^3\). The vacancy has \(P_{ij}=p\,\delta_{ij}\) with \(p=-2.4949\) eV. The saddle of a \([110]\) jump has \(P_{11}=P_{22}=-2.6062\), \(P_{33}=2.7630\) and \(P_{12}=-0.7839\) eV.

The name dipole is justified by a second expression for the same tensor. Let \(\mathbf R_a\) be the sites of the perfect crystal and \(\mathbf u_a\) the displacements from them. A vacant site keeps its displacement variable, on which the energy of the defective crystal does not depend; it is set to zero here. Write the energy of the defective crystal as the harmonic energy of the perfect crystal plus a remainder \(\Delta E(\mathbf u)\) that depends on atoms near the defect. Under a mean strain, \(u_{a,i}=\varepsilon_{ij}R_{a,j}+v_{a,i}\), with \(\mathbf v\) periodic. In a crystal with one atom per primitive cell a homogeneous strain exerts no force on any atom, by inversion symmetry, so the harmonic energy has no term that couples \(\varepsilon\) to \(\mathbf v\). With \(H^0\) the harmonic force-constant matrix, equilibrium at \(\varepsilon=0\) requires

\[
\sum_bH^0_{ai,bk}v_{b,k}=-\frac{\partial\Delta E}{\partial u_{a,i}}\equiv f_{a,i}.
\]

The forces \(\mathbf f_a\) are those that would produce the defect's displacements in the perfect harmonic crystal. At \(\varepsilon=0\) the harmonic part contributes nothing to the first strain derivative, and \(\partial u_{a,i}/\partial\varepsilon_{ij}=R_{a,j}\), so

\[
P_{ij}=-\sum_a\frac{\partial\Delta E}{\partial u_{a,i}}R_{a,j}=\sum_af_{a,i}R_{a,j}.
\]

This is the first moment of a set of forces. It does not depend on the origin, because \(\Delta E\) is unchanged by a rigid translation and hence \(\sum_a\mathbf f_a=0\). The step needs a remainder that is localized: anharmonic forces far from the defect must be weak, and the cell must be large enough that the forces fade before they reach the next image. In a cell of 864 sites, the relaxed displacements multiplied by the perfect crystal's force constants give \(p=-2.5085\) eV, while the virial gives \(-2.5059\) eV. The difference is 0.1 per cent of the virial value.

If the cell may change its shape, the energy to second order is

\[
W(\varepsilon)=W(0)-P_{ij}\varepsilon_{ij}+\tfrac12VC_{ijkl}\varepsilon_{ij}\varepsilon_{kl},
\]

where \(C_{ijkl}\) are the elastic constants of the perfect, stress-free crystal. The defect also changes the stiffness, but by an amount that does not grow with \(V\), so this correction is small in a large cell. Setting the derivative to zero gives the strain of the stress-free cell,

\[
VC_{ijkl}\varepsilon_{kl}=P_{ij}.
\]

Taking the trace brings in \(C_{iikl}\). For a cubic crystal this equals \((C_{11}+2C_{12})\delta_{kl}=3B\,\delta_{kl}\), with \(B\) the bulk modulus. Hence \(3BV\varepsilon_{kk}=P_{kk}\), and the relaxation volume \(\Delta V=V\varepsilon_{kk}\) is

\[
\Delta V=\frac{P_{kk}}{3B}.
\]

The off-diagonal components change the shape of the cell and not its volume at this order. For the vacancy \(P_{kk}=3p\) and \(\Delta V=p/B\). With \(\theta=\varepsilon_{kk}\) the energy under isotropic strain is \(W(0)-p\theta+\tfrac12BV\theta^2\). At \(\theta=p/(BV)\) it lies below the fixed-cell energy by

\[
W(0)-W_{\min}=\frac{p^2}{BV}-\frac{p^2}{2BV}=\frac{p^2}{2BV}.
\]

The model has \(B=141.9\) GPa. Since 0.1 GPa in this volume is 1.8866 eV, \(BV=1419\times1.8866=2677\) eV. The relaxation volume and energy lowering are

\[
\Delta V=\frac{-2.4949}{2677}\times3022.66\ \text{Å}^3=-2.82\ \text{Å}^3,
\]

\[
\frac{p^2}{2BV}=\frac{(2.4949)^2}{2\times2677}\ \text{eV}=1.16\ \text{meV}.
\]

The crystal contracts around the vacancy by 0.24 atomic volumes. If the removed atom is put back on the surface, the total volume still grows, by \(\Omega+\Delta V=0.76\,\Omega\). Changing the cell size until its pressure vanishes gives \(-2.84\) Å\(^3\) and 1.17 meV, both larger in magnitude than the formulas by about 1 per cent.

The softening of the cell by the vacancy gives a change of about this size. Under a linear strain \(\eta\) along all axes, a change \(\Delta B\) of the modulus adds \(\tfrac92V\Delta B\,\eta^2\) to the defect energy. The derivative of that energy is \(-3p(\eta)\), so \(V\Delta B=-\tfrac13\,dp/d\eta\). Compression by 0.30 per cent changed \(p\) from \(-2.495\) to \(-2.753\) eV, which gives \(dp/d\eta\approx86\) eV and \(V\Delta B\approx-29\) eV. This is about 1 per cent of \(BV\), with the sign that enlarges the relaxation.

The same strain dependence of \(p\) also contributes to an effect of cell size. The strain field of a dipole falls as \(P/(Cr^3)\), with \(C\) a typical elastic constant, so images at distances proportional to the cell edge \(L\) impose a strain of order \(P/(CL^3)\). The dipole responds in proportion, and its leading error varies as \(1/V\). The anharmonic part of the distant field leads to the same power: it is quadratic in strain, and the integral of \(r^{-6}\) over the volume beyond \(L\) scales as \(L^{-3}\). The values \(-2.50255\) eV at 500 sites and \(-2.50590\) eV at 864 sites fix a line in \(1/N\), where \(N\) is the number of sites:

\[
\frac{dp}{d(1/N)}=\frac{-2.50255+2.50590}{1/500-1/864}\ \text{eV}=3.98\ \text{eV}.
\]

At 1372 sites the line predicts \(-2.50760\) eV, and the relaxed cell gives \(-2.50759\) eV. Continued to an infinite cell it gives \(-2.5105\) eV, so the 256-site value is too small in magnitude by 0.6 per cent. The component \(P_{33}\) of the saddle is more sensitive: between 256 and 864 sites it rises from 2.763 to 2.811 eV, by nearly 2 per cent of the 256-site value.

For migration, the barrier \(E_m\) is the difference between the saddle energy and the vacancy energy at the same strain. Both are stationary points, so

\[
\delta E_m=-\Delta P_{ij}\varepsilon_{ij},\qquad \Delta P_{ij}=P^{s}_{ij}-P^{v}_{ij}=-V(\sigma^s_{ij}-\sigma^v_{ij}),
\]

with \(s\) for saddle and \(v\) for vacancy. The bulk stress and the reservoir have cancelled, because both cells contain the same atoms. The unstrained barrier is 0.718 eV. The matrix of second derivatives has no negative eigenvalue at the vacancy and one at the midpoint, which confirms that the midpoint is a first-order saddle. From the stated components,

\[
\Delta P_{11}=-0.1113,\quad \Delta P_{33}=5.2579,\quad \Delta P_{12}=-0.7839\ \text{eV}.
\]

The large entry lies along \([001]\), perpendicular to the jump. The geometry suggests why. The moving atom passes between four atoms which, before relaxation, lie at \((a/4,-a/4,\pm a/2)\) and \((-a/4,a/4,\pm a/2)\) from it, where \(a\) is the lattice constant. Their distance, \(\sqrt{3/8}\,a=2.21\) Å, is shorter than the nearest-neighbour distance \(a/\sqrt2=2.56\) Å, and the largest component of each separation is along \([001]\). Stretching the crystal in that direction opens the gate.

Consider a copper film with surface normal \([001]\), strained by \(e=0.30\) per cent along both in-plane cubic axes. The free surface carries no normal stress, so the normal strain \(e_n\) obeys \(C_{11}e_n+2C_{12}e=0\). With \(C_{11}=176.3\) and \(C_{12}=124.7\) GPa,

\[
e_n=-\frac{2C_{12}}{C_{11}}e=-0.424\ \text{per cent}.
\]

The in-plane stress is \((C_{11}+C_{12})e+C_{12}e_n=0.374\) GPa. For a jump in the film plane the gate opens along the compressed normal:

\[
\delta E_m^{\parallel}=-(2\Delta P_{11}e+\Delta P_{33}e_n)=0.7+22.3=23.0\ \text{meV}.
\]

For a jump out of the plane, such as \([101]\), the gate direction lies in the stretched plane. The tensor is rotated accordingly, and

\[
\delta E_m^{\perp}=-\left[\Delta P_{11}(e+e_n)+\Delta P_{33}e\right]=-0.1-15.8=-15.9\ \text{meV}.
\]

The shear component \(\Delta P_{12}\) does not enter, because this strain has no shear along the cubic axes. Relaxing vacancy and saddle in cells strained by \(+\varepsilon\) and \(-\varepsilon\) separates the odd from the even part of the barrier change. The odd parts, 22.98 and \(-15.90\) meV, agree with the dipole formula to 0.01 meV. The even parts, \(-0.13\) and 0.07 meV, show that the quadratic term is negligible here.

At 450 K, \(k_BT=38.8\) meV. With equal attempt frequencies, the rate \(w_\parallel\) of one in-plane jump relative to the rate \(w_\perp\) of one out-of-plane jump is

\[
\frac{w_\parallel}{w_\perp}=\exp\left(-\frac{23.0+15.9}{38.8}\right)=0.37.
\]

Each vacancy has four in-plane and eight out-of-plane jumps, and each jump moves it by \(a/2\) along two cubic axes. For independent jumps the diffusion coefficient along an axis is half the sum of rate times squared displacement. Along an in-plane axis, four jumps of each kind contribute, which gives \(D_\parallel=\tfrac12a^2(w_\parallel+w_\perp)\). Along the normal, the eight out-of-plane jumps give \(D_\perp=a^2w_\perp\). Hence \(D_\parallel/D_\perp=\tfrac12(1+0.367)=0.68\): in this model, tension in the plane makes vacancy diffusion faster along the film normal than in the plane.

The attempt frequency can also depend on strain, but here the cutoff of the potential misleads. In the harmonic approximation, with the taper used so far, the frequency is 3.4 THz per jump without strain, and in the film its logarithm changes by \(-0.32\) for in-plane and \(-0.17\) for out-of-plane jumps. Taken at face value, frequency and quadratic terms together would lower the rate ratio from 0.37 to 0.32. Frequencies, however, contain second derivatives of the energy, and those of a narrow taper vary steeply with distance. With a taper from 4.5 to 7.0 Å and the lattice constant adjusted to it, the unstrained frequency is 4.6 THz, both changes are smaller than 0.01 in magnitude, and the rate ratio lies between 0.35 and 0.36 with or without them. The barrier shifts themselves change by less than 1 meV. The large frequency changes are thus an artefact of the narrow taper and not a property of copper.

As for the real case, a strain of 0.3 per cent and a stress of a few hundred MPa can arise in a metal film from thermal mismatch with its substrate, and vacancies in copper migrate with a barrier of roughly 0.7 eV, close to the model's value. Heating from room temperature to 450 K expands copper by roughly \(1.7\times10^{-5}\) per kelvin. Over 150 K this shifts every barrier by \(-\Delta P_{kk}\times0.00255=-13\) meV, which is comparable with the film effect but leaves the rate ratio unchanged at first order. The 0.30 per cent of the example is the elastic strain at 450 K, not at room temperature. On a substrate that expands less than copper, heating itself lowers the tension: on silicon, 150 K removes about 0.2 per cent of strain. Plastic flow can lower it further. If half of the 0.30 per cent is lost, the barrier shifts halve and the static ratio rises from 0.37 to \(\sqrt{0.37}=0.61\). Grains of other orientations have shear strains along their cubic axes, so \(\Delta P_{12}\) then contributes. The potential is empirical and leaves out explicit electronic structure, and the agreement between stress and energy differences says nothing about its error for copper. The full set of values for the taper from 5.75 to 6.20 Å is in the numerical output.

## Computed results

```
potential A, xi (eV): 0.0855, 1.224; p, q: 10.96, 2.278
r0, taper start, taper end (angstrom): 2.556, 5.75, 6.2
lattice constant: 3.6147 angstrom
atomic volume: 11.8073 angstrom^3
energy per atom: -3.5436 eV
C11, C12, C44, B (GPa): 176.3, 124.7, 82.3, 141.9
main cell: 256 sites, volume 3022.66 angstrom^3
vacancy formation energy, fixed cell: 1.2625 eV
residual stress of vacancy cell: 0.1322 GPa
vacancy P11 from stress: -2.4949 eV
vacancy P11 from energy differences: -2.4949 eV
vacancy P11 with unrelaxed atoms: -1.8696 eV
saddle P11, P33, P12 from stress (eV): -2.6062, 2.7630, -0.7839
saddle P11, P33, P12 from energies (eV): -2.6062, 2.7630, -0.7839
precompressed cell: linear strain: -0.30 %
precompressed: minus V*stress, not subtracted: 21.7634 eV
precompressed: P11 after subtraction: -2.7528 eV
precompressed: P11 from energies: -2.7529 eV
precompressed: change if reservoir strained: 0.0958 eV
false P11 size from 0.1 GPa bulk stress: 1.8866 eV
relaxation volume, formula: -2.8170 angstrom^3
relaxation volume, cell relaxed: -2.8411 angstrom^3
relaxation volume / atomic volume, formula: -0.2386
energy lowering, formula: 1.1626 meV
energy lowering, cell relaxed: 1.1737 meV
vacancy P11, 256 sites: -2.49487 eV
vacancy P11, 500 sites: -2.50255 eV
vacancy P11, 864 sites: -2.50590 eV
vacancy P11, 1372 sites: -2.50759 eV
vacancy P11 at 1372 sites predicted by 1/V: -2.50760 eV
vacancy P11 extrapolated to infinite cell: -2.51047 eV
vacancy P11 from force moments, 864 sites: -2.5085 eV
saddle P11, P33, P12 at 864 sites (eV): -2.6197, 2.8114, -0.7840
migration barrier, fixed cell: 0.7180 eV
unstable modes, vacancy and saddle: 0, 1
harmonic attempt frequency per hop: 3.39 THz
film strain 0.30 %, normal -0.4242 %, stress 0.374 GPa, T 450 K
in-plane barrier shift, dipole formula: 22.970 meV
in-plane shift, odd part of relaxed: 22.980 meV
in-plane quadratic strain term: -0.128 meV
in-plane change of ln(attempt frequency): -0.3221
out-of-plane barrier shift, dipole formula: -15.912 meV
out-of-plane shift, odd part of relaxed: -15.903 meV
out-of-plane quadratic strain term: 0.067 meV
out-of-plane change of ln(attempt frequency): -0.1746
in-plane/out-of-plane rate ratio, dipole formula: 0.3669
same ratio with quadratic and frequency terms: 0.3182
rough expansion 1.7e-05 per K over 150 K: barrier shift -12.840 meV
```
